**Two-photon exchange at threshold matched on the NRQED contact coefficients d_s and d_v**

For two distinct point Dirac fermions of masses m1 and m2 and charge product Z, box plus crossed box at threshold give the potential V = −α(d_s + d_v σ1·σ2)δ³(r)/(m1m2) in atomic units, with d_s = Z²α²{m1²[ln(m2²/μ²) + 1/3] − m2²[ln(m1²/μ²) + 1/3]}/(m1² − m2²) after removal of the pole −Z²α²/ε (D = 4 − 2ε, MS-bar scale μ; a mass standing beside the momenta μ or λ is read as mc) and d_v = 2Z²α² m1m2 ln(m1/m2)/(m1² − m2²). With explicit γ matrices in D = 4, 6 and 8 the program asserts the numerators of each graph, the Euclidean integrand and transversality, and in the four-dimensional Dirac representation the equality of the antifermion and fermion lines. It asserts that Cartesian quadrature at D = 7.5 and D = 5.5 agrees with the Beta-function closed forms and with the graph-by-graph master integrals, and that numerical Laurent expansions of both routes reproduce the total poles and finite parts, the Beta-function route also the equal-mass limits −2/3 and 1. With a photon mass λ in four dimensions it asserts that the small-λ expansion of the exact integrals has the Born coefficients 4πm1m2m_r/λ³ and −(4π/3)m_r/λ (m_r is the reduced mass) and the λ⁰ terms d_s + soft and d_v, the soft loop being 1/ε − 5/3 + ln(μ²/λ²). For muonium at μ = m_e c the output shows d_s = 0.33308 α² and d_v = 0.051572 α². The d_v term changes the 1S hyperfine splitting by −3.310×10⁻⁹ eV (−0.80 MHz), which is −1.797×10⁻⁴ of the Fermi splitting for Dirac moments, and the scheme-dependent d_s term shifts the level by −5.344×10⁻⁹ eV.

## Check in Python

```python
# Two-photon exchange (box + crossed box) of two point Dirac fermions at threshold, matched on
#   V = -alpha (d_s + d_v sigma1.sigma2) delta^3(r)/(m1 m2)   (atomic units, c = 1/alpha).
# Result under test, in units of (Z alpha)^2, D = 4-2 eps, MS-bar scale mu:
#   d_s = -1/eps + [m1^2(ln(m2^2/mu^2)+1/3) - m2^2(ln(m1^2/mu^2)+1/3)]/(m1^2-m2^2)
#   d_v = 2 m1 m2 ln(m1/m2)/(m1^2-m2^2)
# Symbols: k loop momentum, k0 = i k4, K^2 = k4^2+|k|^2, x = k4/K, D_i = K^2+4 m_i^2 x^2,
# lam photon mass, mr reduced mass; masses, mu, lam and momenta share one unit (m c).
import numpy as np
import mpmath as mp
from scipy.integrate import quad
from scipy.constants import physical_constants as pc, alpha
mp.mp.dps = 200
pi = mp.pi

def ds_formula(m1, m2, mu):
    t = mp.mpf(1)/3
    return (m1**2*(mp.log(m2**2/mu**2)+t) - m2**2*(mp.log(m1**2/mu**2)+t))/(m1**2-m2**2)
def dv_formula(m1, m2):
    return 2*m1*m2*mp.log(m1/m2)/(m1**2-m2**2)

# numerators as {(power of k^2, power of k0): coefficient}
def num_box(D, m1, m2): return {(0,0): 4*m1*m2, (0,1): 2*(m2-m1), (1,0): -2, (0,2): -(D-2)}
def num_cross(D, m1, m2): return {(0,0): 4*m1*m2, (0,1): 2*(m1+m2), (1,0): 2, (0,2): D-2}
def num_spin(D): return {(0,2): 2-4/(D-1), (1,0): 4/(D-1)}

# ---- explicit gamma matrices in D = 4, 6, 8
X = np.array([[0,1],[1,0]], complex); Y = np.array([[0,-1j],[1j,0]]); Zm = np.diag([1.+0j,-1]); I2 = np.eye(2)
def gammas(D):
    out = []
    for j in range(D//2):
        for P in (X, Y):
            M = np.eye(1)
            for f in [Zm]*j + [P] + [I2]*(D//2-j-1):
                M = np.kron(M, f)
            out.append(M)
    return [out[0]] + [1j*g for g in out[1:]]
rng = np.random.default_rng(1)
for D in (4, 6, 8):
    g = gammas(D); met = np.array([1.]+[-1.]*(D-1)); R = range(D)
    w, vec = np.linalg.eigh(g[0]); U = vec[:, w > 0]
    up = lambda M: U.conj().T @ M @ U
    Sig = -0.5*sum(np.kron(up(g[i]@g[j]), up(g[i]@g[j])) for i in range(1, D) for j in range(1, D) if i != j)
    if D == 4:
        spin_eigs = np.linalg.eigvalsh(Sig)
        assert np.allclose(spin_eigs, [-3, 1, 1, 1])
    kE = rng.normal(size=D); k = kE.astype(complex); k[0] *= 1j
    a, b = 1.7, 0.6; k2 = np.sum(met*k*k); K2 = kE@kE; x2 = kE[0]**2/K2
    def N(m, q):
        mid = m*g[0] + sum(met[r]*q[r]*g[r] for r in R) + m*np.eye(len(g[0]))
        return np.array([[up(g[u]@mid@g[v]) for v in R] for u in R])
    def T(m, q):
        return N(m, q)/(k2+2*m*q[0]) + N(m, -q).transpose(1,0,2,3)/(k2-2*m*q[0])
    def project(A, B):
        W = sum(met[u]*met[v]*np.kron(A[u,v], B[u,v]) for u in R for v in R)
        return np.trace(W)/len(W), np.trace(Sig.conj().T@W)/np.trace(Sig.conj().T@Sig)
    ev = lambda n: sum(c*k2**p*k[0]**q for (p, q), c in n.items())
    assert np.allclose(project(N(a,k), N(b,-k)), [ev(num_box(D,a,b)), ev(num_spin(D))], rtol=1e-11)
    assert np.allclose(project(N(a,k), N(b,k).transpose(1,0,2,3)), [ev(num_cross(D,a,b)), ev(num_spin(D))], rtol=1e-11)
    den = (K2+4*a*a*x2)*(K2+4*b*b*x2)
    assert np.allclose(project(T(a,k), T(b,-k)),
                       [16*a*b*(1+(D-2)*x2**2)/den, -8*K2*(x2+2*(1-x2)/(D-1))/den], rtol=1e-11)
    assert np.abs(np.einsum('u,uvab->vab', met*k, T(a,k))).max() < 1e-12
    assert np.abs(np.einsum('v,uvab->uab', met*k, T(a,k))).max() < 1e-12

# ---- antifermion line equals fermion line, spin included (Dirac representation)
gd = [np.kron(Zm, I2)] + [np.kron(1j*Y, s) for s in (X, Y, Zm)]
q = rng.normal(size=4); mm = 0.9
qs = (mm+q[0])*gd[0] - sum(q[i]*gd[i] for i in (1,2,3))
us = np.eye(4)[:, :2].astype(complex); vs = 1j*gd[2]@us.conj()
for u in range(4):
    for v in range(4):
        part = us.conj().T@gd[0]@gd[u]@(qs+mm*np.eye(4))@gd[v]@us
        anti = -vs.conj().T@gd[0]@gd[v]@(-qs+mm*np.eye(4))@gd[u]@vs
        assert np.allclose(part, anti.T, atol=1e-13)

# ---- road one: Euclidean closed forms in D dimensions
solid = lambda d: 2*pi**(d/2)/mp.gamma(d/2)
def radial(s, m1, m2):
    return pi/(2*mp.sin(pi*s/2))*mp.mpf(4)**(s/2-2)*(m2**(s-2)-m1**(s-2))/(m1**2-m2**2)
Js = lambda D: mp.beta((D-7)/2, (D-1)/2) + (D-2)*mp.beta((D-3)/2, (D-1)/2)
Jv = lambda D: mp.beta((D-3)/2, (D-1)/2) + 2/(D-1)*mp.beta((D-5)/2, (D+1)/2)
ds_D = lambda D, m1, m2: 128*pi**2*(m1*m2)**2*solid(D-1)/(2*pi)**D*radial(D-4, m1, m2)*Js(D)
dv_D = lambda D, m1, m2: -64*pi**2*m1*m2*solid(D-1)/(2*pi)**D*radial(D-2, m1, m2)*Jv(D)

# ---- road two: each graph with Minkowski on-shell master integrals
def master(a, D, m):
    return (-1)**(a+1)*pi**(D/2)*mp.gamma(a+1-D/2)*mp.gamma(D-2*a-1)/mp.gamma(D-a-1)*m**(D-2*a-2)
def on_line(num, D, m, sign):
    return sum(c*(sign/(2*m))**n*master(3-p-n, D, m) for (p, n), c in num.items())
def box(num, D, m1, m2):
    return 16*pi**2*m1*m2/(2*pi)**D*(m1*on_line(num,D,m1,-1)+m2*on_line(num,D,m2,1))/(m1+m2)
def crossed(num, D, m1, m2):
    return 16*pi**2*m1*m2/(2*pi)**D*(m1*on_line(num,D,m1,-1)-m2*on_line(num,D,m2,-1))/(m1-m2)

# ---- Cartesian quadrature where the integrals converge
m1, m2 = mp.mpf(3), mp.mpf(1); mr = m1*m2/(m1+m2)
h = 0.2
la, lb = np.meshgrid(np.arange(-140, 62, h), np.arange(-62, 62, h), indexing='ij')
K2 = np.exp(2*la)+np.exp(2*lb); x2 = np.exp(2*la)/K2; den = (K2+36*x2)*(K2+4*x2)
def cart(D, f):
    return 2*float(solid(mp.mpf(D)-1))/(2*np.pi)**D*h*h*np.sum(np.exp(la+(D-1)*lb)*f)
qs75 = 128*np.pi**2*9*cart(7.5, (1+5.5*x2**2)/(K2**2*den))
qv55 = -64*np.pi**2*3*cart(5.5, (x2+2*(1-x2)/4.5)/(K2*den))
Da, Db = mp.mpf('7.5'), mp.mpf('5.5')
assert abs(qs75/ds_D(Da,m1,m2)-1) < 1e-7 and abs(qv55/dv_D(Db,m1,m2)-1) < 1e-7
assert abs((box(num_box(Da,m1,m2),Da,m1,m2)+crossed(num_cross(Da,m1,m2),Da,m1,m2))/qs75-1) < 1e-7
assert abs((box(num_spin(Db),Db,m1,m2)+crossed(num_spin(Db),Db,m1,m2))/qv55-1) < 1e-7

# ---- numerical Laurent expansion at D = 4 with the MS-bar factor
def laurent(f, mu=1):
    e = mp.mpf(10)**-30
    G = lambda s: s*f(4-2*s)*(mu**2*mp.exp(mp.euler)/(4*pi))**s
    return (G(e)+G(-e))/2, (G(e)-G(-e))/(2*e)
def parts(a, b, mu):
    return (laurent(lambda D: box(num_box(D,a,b),D,a,b), mu), laurent(lambda D: crossed(num_cross(D,a,b),D,a,b), mu),
            laurent(lambda D: box(num_spin(D),D,a,b), mu), laurent(lambda D: crossed(num_spin(D),D,a,b), mu))
mmu = mp.mpf(pc['muon-electron mass ratio'][0]); me = mp.mpf(1)
tol = mp.mpf(10)**-40
for a, b, mu in ((m1, m2, 1), (mp.mpf('0.4'), mp.mpf('2.3'), mp.mpf('1.9')), (mmu, me, 1)):
    p, f = laurent(lambda D: ds_D(D,a,b), mu); assert abs(p+1) < tol and abs(f-ds_formula(a,b,mu)) < tol
    p, f = laurent(lambda D: dv_D(D,a,b), mu); assert abs(p) < tol and abs(f-dv_formula(a,b)) < tol
    assert abs(ds_formula(a,b,mu)-(mp.mpf(1)/3+mp.log(a*b/mu**2)-(a*a+b*b)*mp.log(a/b)/(a*a-b*b))) < tol
    bs, cs, bv, cv = parts(a, b, mu)
    assert abs(bs[0]+cs[0]+1) < tol and abs(bs[1]+cs[1]-ds_formula(a,b,mu)) < tol
    assert abs(bv[0]) > 0.01 and abs(bv[0]+cv[0]) < tol and abs(bv[1]+cv[1]-dv_formula(a,b)) < tol
e = mp.mpf(10)**-30
assert abs((Js(4-2*e)-Js(4+2*e))/(2*e*pi)-(4*mp.log(2)-mp.mpf(7)/3)) < tol and abs(Jv(4-2*e)+pi/2) < 1e-25
near = 1+mp.mpf(10)**-45
eq_s = laurent(lambda D: ds_D(D,near,me))[1]; eq_v = laurent(lambda D: dv_D(D,near,me))[1]
assert abs(eq_s+mp.mpf(2)/3) < tol and abs(eq_v-1) < tol

# ---- photon mass in D = 4: exact integral against hard + soft + Born iterations
soft_pole, soft_fin = laurent(lambda D: 8*pi**2*solid(D-1)/(2*pi)**D*mp.gamma(D/2)*mp.gamma(2-D/2)/2
    * (mp.beta(mp.mpf(-3)/2, (D-1)/2)+(D-2)*mp.beta(mp.mpf(1)/2, (D-1)/2)))
assert abs(soft_pole-1) < tol and abs(soft_fin+mp.mpf(5)/3) < tol
def moments(y):
    h0 = pi*(mp.sqrt(1+1/y)-1); h1 = pi/2-y*h0
    return h0, h1, pi/8-y*h1
for n in range(3):
    ref = quad(lambda t: np.sin(t)**2*np.cos(t)**(2*n)/(np.cos(t)**2+0.37), 0, np.pi)[0]
    assert abs(ref-moments(mp.mpf('0.37'))[n]) < 1e-9
step = mp.mpf(1)/8; grid = []
for j in range(-800, 361):
    t = mp.exp(2*j*step); A = moments(t/(4*m1**2)); B = moments(t/(4*m2**2))
    dd = [(A[n]-B[n])/(4*(m1**2-m2**2)*t) for n in range(3)]
    grid.append((t, 32*(m1*m2)**2/pi*t*t*(dd[0]+2*dd[2]), -16*m1*m2/pi*t**3*(2*dd[0]+dd[1])/3))
lams = [mp.mpf('0.04')/2**j for j in range(13)]
rows = [[l**-3, 1/l, mp.log(l), 1, l, l**3, l**5] + [l**n for n in (2,4,6)] + [l**n*mp.log(l) for n in (2,4,6)] for l in lams]
fit = [mp.lu_solve(mp.matrix(rows), mp.matrix([step*mp.fsum(r[c]/(r[0]+l*l)**2 for r in grid) for l in lams])) for c in (1, 2)]
fs, fv = fit
assert abs(fs[0]-4*pi*m1*m2*mr) < 1e-8 and abs(fs[2]+2) < 1e-8
assert abs(fs[3]-(ds_formula(m1,m2,1)+soft_fin)) < 1e-8
assert abs(fv[0]) < 1e-8 and abs(fv[1]+4*pi*mr/3) < 1e-8 and abs(fv[2]) < 1e-8
assert abs(fv[3]-dv_formula(m1,m2)) < 1e-8

# ---- muonium 1S
Eh = pc['Hartree energy in eV'][0]; a0 = pc['Bohr radius'][0]*1e10; MHz = pc['electron volt-hertz relationship'][0]/1e6
bs, cs, bv, cv = parts(mmu, me, 1)
M = float(mmu); r = M/(M+1); ds = float(bs[1]+cs[1]); dv = float(bv[1]+cv[1]); dens = r**3/np.pi
Cs = alpha**3*ds/M; Cv = alpha**3*dv/M
EF = 8/3*alpha**2*r**3/M; gap = spin_eigs[-1]-spin_eigs[0]; dH = -gap*Cv*dens
assert abs(dH/EF/(-3*alpha/np.pi*M*np.log(M)/(M*M-1))-1) < 1e-10
out = lambda s, v, u: print(f"{s} = {float(v):.8g} {u}")
print("model m1=3, m2=1, mu=1 (units of m2), values in (Z alpha)^2:")
for s, v in (("d_s D=7.5 quadrature", qs75), ("d_s D=7.5 closed form", ds_D(Da,m1,m2)),
             ("d_v D=5.5 quadrature", qv55), ("d_v D=5.5 closed form", dv_D(Db,m1,m2)),
             ("d_s formula", ds_formula(m1,m2,1)), ("d_v formula", dv_formula(m1,m2)),
             ("soft pole", soft_pole), ("soft finite (lam=mu)", soft_fin),
             ("scalar lam^-3 coefficient", fs[0]), ("4 pi m1 m2 mr", 4*pi*m1*m2*mr),
             ("scalar ln(lam) coefficient", fs[2]), ("scalar lam^0 coefficient", fs[3]),
             ("d_s + soft", ds_formula(m1,m2,1)+soft_fin), ("spin lam^-1 coefficient", fv[1]),
             ("-(4 pi/3) mr", -4*pi*mr/3), ("spin lam^0 coefficient", fv[3]),
             ("equal-mass d_s (mu=m)", eq_s), ("equal-mass d_v", eq_v)):
    out(s, v, "(dimensionless)")
print("muonium 1S, mu = m_e c:")
out("1/alpha", 1/alpha, "(dimensionless)"); out("m_mu/m_e", M, "(dimensionless)")
out("m_e c^2", Eh/alpha**2, "eV"); out("m_mu c^2", M*Eh/alpha**2, "eV"); out("m_r c^2", r*Eh/alpha**2, "eV")
out("hartree", Eh, "eV"); out("bohr", a0, "angstrom"); out("ln(m_mu/m_e)", np.log(M), "(dimensionless)")
for s, v in (("box scalar", bs), ("crossed scalar", cs), ("box spin", bv), ("crossed spin", cv)):
    print(f"{s}: pole {float(v[0]):.8g}, finite {float(v[1]):.8g} alpha^2")
out("d_s", ds, "alpha^2"); out("d_v", dv, "alpha^2")
out("d_s value", ds*alpha**2, "(dimensionless)"); out("d_v value", dv*alpha**2, "(dimensionless)")
out("d d_s/d ln(mu)", parts(mmu, me, mp.e)[0][1]+parts(mmu, me, mp.e)[1][1]-ds, "alpha^2")
out("scalar contact strength", Cs*Eh*a0**3, "eV angstrom^3"); out("spin contact strength", Cv*Eh*a0**3, "eV angstrom^3")
out("muonium Bohr radius", a0/r, "angstrom"); out("|psi(0)|^2", dens/a0**3, "angstrom^-3")
out("Fermi splitting", EF*Eh, "eV"); out("Fermi splitting", EF*Eh*MHz, "MHz")
out("d_v shift triplet", -Cv*dens*spin_eigs[-1]*Eh, "eV"); out("d_v shift singlet", -Cv*dens*spin_eigs[0]*Eh, "eV")
out("d_v shift of splitting", dH*Eh, "eV"); out("d_v shift of splitting", dH*Eh*MHz, "MHz")
out("shift/Fermi splitting", dH/EF, "(dimensionless)")
out("d_s shift of 1S (scheme dependent)", -Cs*dens*Eh, "eV"); out("d_s shift of 1S (scheme dependent)", -Cs*dens*Eh*MHz, "MHz")
print("verified")
```

Running it gives:

```
model m1=3, m2=1, mu=1 (units of m2), values in (Z alpha)^2:
d_s D=7.5 quadrature = 0.96568965 (dimensionless)
d_s D=7.5 closed form = 0.96568965 (dimensionless)
d_v D=5.5 quadrature = -2.279423 (dimensionless)
d_v D=5.5 closed form = -2.279423 (dimensionless)
d_s formula = 0.058680261 (dimensionless)
d_v formula = 0.82395922 (dimensionless)
soft pole = 1 (dimensionless)
soft finite (lam=mu) = -1.6666667 (dimensionless)
scalar lam^-3 coefficient = 28.274334 (dimensionless)
4 pi m1 m2 mr = 28.274334 (dimensionless)
scalar ln(lam) coefficient = -2 (dimensionless)
scalar lam^0 coefficient = -1.6079864 (dimensionless)
d_s + soft = -1.6079864 (dimensionless)
spin lam^-1 coefficient = -3.1415927 (dimensionless)
-(4 pi/3) mr = -3.1415927 (dimensionless)
spin lam^0 coefficient = 0.82395922 (dimensionless)
equal-mass d_s (mu=m) = -0.66666667 (dimensionless)
equal-mass d_v = 1 (dimensionless)
muonium 1S, mu = m_e c:
1/alpha = 137.036 (dimensionless)
m_mu/m_e = 206.76828 (dimensionless)
m_e c^2 = 510998.95 eV
m_mu c^2 = 1.0565838e+08 eV
m_r c^2 = 508539.49 eV
hartree = 27.211386 eV
bohr = 0.52917721 angstrom
ln(m_mu/m_e) = 5.3315988 (dimensionless)
box scalar: pole 102.88656, finite -344.45532 alpha^2
crossed scalar: pole -103.88656, finite 344.78841 alpha^2
box spin: pole -0.5, finite 1.0256613 alpha^2
crossed spin: pole 0.5, finite -0.97408931 alpha^2
d_s = 0.33308391 alpha^2
d_v = 0.051571966 alpha^2
d_s value = 1.773717e-05 (dimensionless)
d_v value = 2.7462771e-06 (dimensionless)
d d_s/d ln(mu) = -2 alpha^2
scalar contact strength = 2.5241769e-09 eV angstrom^3
spin contact strength = 3.9082274e-10 eV angstrom^3
muonium Bohr radius = 0.53173649 angstrom
|psi(0)|^2 = 2.1171944 angstrom^-3
Fermi splitting = 1.8419598e-05 eV
Fermi splitting = 4453.839 MHz
d_v shift triplet = -8.2744772e-10 eV
d_v shift singlet = 2.4823432e-09 eV
d_v shift of splitting = -3.3097909e-09 eV
d_v shift of splitting = -0.80030388 MHz
shift/Fermi splitting = -0.00017968855 (dimensionless)
d_s shift of 1S (scheme dependent) = -5.3441733e-09 eV
d_s shift of 1S (scheme dependent) = -1.2922154 MHz
verified
```
